**Surface stress from energy derivatives and from bond forces**

The program tests Shuttleworth's relation, \(f_{ab}=\gamma\delta_{ab}+\partial\gamma/\partial\varepsilon_{ab}\), where \(f_{ab}\) is the surface stress, \(\gamma\) the excess energy per present area and \(\varepsilon_{ab}\) the in-plane strain. It asserts that the strain derivative of re-relaxed slab energies agrees with the force across a cut, for many-body and pair-potential crystals, and also at a 2% stretch after the bulk force is subtracted. A further assertion compares an oblique stretch of the (110) face with the projection of the stress tensor. For the many-body (100) face the output gives \(\gamma=0.746\) J/m² and \(f_{xx}=1.012\) N/m. For nearest-neighbour pair bonds the program asserts that \(f_{xx}\) vanishes while \(\gamma\) stays positive. It also asserts that the in-plane nearest-neighbour bond force of the many-body (100) slab, counted positive for a pull, is larger in the top layer than in the middle, and that \(f_{xx}/\gamma\) is larger for this slab than for the long-range pair crystal. For a fluid film, the stretching force (0.9429) and the surface energy (0.9428, reduced units) are asserted to agree within 0.001.

## Numerical verification

```python
# Result under test: Shuttleworth's relation for a crystal face,
#     f_ab = gamma * delta_ab + d(gamma)/d(strain_ab),
# gamma = excess energy per present area, f = surface stress (tension > 0).
# Energy road: gamma of re-relaxed strained slabs, differentiated numerically.
# Mechanical road: bond forces summed across a cut through one relaxed slab.
# Atom energy: sum_j B exp(-p(r/r0-1)) - xi * rho**power,
#     rho = sum_j exp(-2q(r/r0-1)); power 1/2 is many-body, power 1 is pairwise.
# Lengths in angstrom and energies in eV unless a printed label says otherwise.
import numpy as np
from scipy.constants import e as electron_charge
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

R0, P, Q = 3.0, 10.0, 3.0
LAYERS = 16
TO_SI = electron_charge * 1e20          # eV/angstrom^2 to J/m^2
STEP = 5e-4                             # strain step of central differences

MANY = dict(B=0.15, xi=1.5, power=0.5, cutoff=100.0)
PAIR = dict(B=0.15, xi=0.25, power=1.0, cutoff=100.0)
NEAREST = dict(B=0.15, xi=0.25, power=1.0, cutoff=1.2 * R0)

# In-plane offsets (in cell lengths) between layers of equal / opposite parity.
whole = np.arange(-4, 5)
half = np.arange(-3.5, 4.0)
same = np.array([(i, j) for i in whole for j in whole], float)
other = np.full_like(same, 50.0)        # padding lies too far away to interact
other[:len(half)**2] = [(i, j) for i in half for j in half]
OFFSETS = np.array([same, other])
NEXT_IN_ROW = int(np.where((same == [1, 0]).all(axis=1))[0][0])


def pair_terms(model, r):
    """Repulsion and hopping terms, and their derivatives with distance."""
    r = np.where(r < 1e-9, 1e3, r)      # an atom does not act on itself
    inside = r < model["cutoff"]
    rep = model["B"] * np.exp(-P * (r / R0 - 1)) * inside
    hop = np.exp(-2 * Q * (r / R0 - 1)) * inside
    return r, rep, hop, -P / R0 * rep, -2 * Q / R0 * hop


def slab_state(model, R, z):
    """Energy, gradient in z, bond tensions and bond lengths of a slab."""
    dz = (z[None, :] - z[:, None])[:, :, None]
    r, rep, hop, drep, dhop = pair_terms(model, np.sqrt((R**2).sum(-1) + dz**2))
    rho = hop.sum(axis=(1, 2))
    n = model["power"]
    energy = rep.sum() - model["xi"] * (rho**n).sum()
    slope = -model["xi"] * n * rho**(n - 1)
    tension = 2 * drep + (slope[:, None] + slope[None, :])[:, :, None] * dhop
    gradient = -(tension * dz / r).sum(axis=(1, 2))
    return energy, gradient, tension, r


def relax(model, R, z):
    """Newton relaxation of the layer heights."""
    start = slab_state(model, R, z)[0]
    for _ in range(30):
        g = slab_state(model, R, z)[1]
        if np.abs(g).max() < 1e-9:
            break
        H = np.array([(slab_state(model, R, z + 1e-5 * u)[1] - g) / 1e-5
                      for u in np.eye(len(z))])
        z = z - np.linalg.pinv((H + H.T) / 2, rcond=1e-4, hermitian=True) @ g
    final = slab_state(model, R, z)
    assert np.abs(final[1]).max() < 1e-8
    assert final[0] <= start + 1e-9
    return z


class Face:
    def __init__(self, model, kind):
        self.model = model
        # cell lengths and layer spacing in units of the cubic constant
        self.shape = {"100": (2**-0.5, 2**-0.5, 0.5),
                      "110": (2**-0.5, 1.0, 8**-0.5)}[kind]
        lo, hi = 0.9 * R0 * 2**0.5, 1.08 * R0 * 2**0.5
        self.a = minimize_scalar(
            lambda a: self.bulk(a * np.diag(self.shape[:2]), a * self.shape[2])[0],
            bounds=(lo, hi), method="bounded", options={"xatol": 1e-9}).x
        assert lo * 1.001 < self.a < hi * 0.999
        self.cell = self.a * np.array(self.shape[:2])
        self.d = self.a * self.shape[2]
        self.z = self.d * np.arange(LAYERS)
        self.z = relax(self.model, self.vectors(np.eye(2)), self.z)

    def bulk(self, M, d):
        """Energy per bulk atom and its virial tensor diagonal, in plane."""
        k = np.arange(-10, 11)
        R = OFFSETS[k % 2] @ M.T
        dist = np.sqrt((R**2).sum(-1) + (k * d)[:, None]**2)
        r, rep, hop, drep, dhop = pair_terms(self.model, dist)
        rho, n = hop.sum(), self.model["power"]
        energy = rep.sum() - self.model["xi"] * rho**n
        tension = 2 * drep - 2 * self.model["xi"] * n * rho**(n - 1) * dhop
        virial = 0.5 * (tension[..., None] * R**2 / r[..., None]).sum(axis=(0, 1))
        return energy, virial

    def relaxed_bulk(self, F):
        M = F @ np.diag(self.cell)
        d = minimize_scalar(lambda s: self.bulk(M, s)[0],
                            bounds=(0.9 * self.d, 1.1 * self.d),
                            method="bounded", options={"xatol": 1e-9}).x
        return self.bulk(M, d)

    def vectors(self, F):
        k = np.arange(LAYERS)
        return (OFFSETS[(k[:, None] - k[None, :]) % 2] * self.cell) @ F.T

    def excess(self, F):
        """Excess energy of one face of the cell under deformation F."""
        R = self.vectors(F)
        z = relax(self.model, R, self.z)
        energy = slab_state(self.model, R, z)[0]
        return (energy - LAYERS * self.relaxed_bulk(F)[0]) / 2

    def gamma(self, F):
        return self.excess(F) / (np.linalg.det(F) * self.cell.prod())

    def gamma_slope(self, axis, F=np.eye(2)):
        """Derivative of gamma with strain relative to the present length."""
        up, down = np.eye(2), np.eye(2)
        up[axis, axis] += STEP
        down[axis, axis] -= STEP
        return (self.gamma(up @ F) - self.gamma(down @ F)) / (2 * STEP)

    def cut_stress(self, axis, F=np.eye(2)):
        """Surface stress from forces across a plane normal to axis."""
        L = self.cell * np.diag(F)
        R = self.vectors(F)
        z = relax(self.model, R, self.z)
        _, _, tension, r = slab_state(self.model, R, z)
        dx = R[..., axis]
        site = (0.5 * L[axis] * (np.arange(LAYERS) % 2))[:, None, None]
        plane = 0.3 * L[axis]
        crossings = (np.floor((plane - site) / L[axis])
                     - np.floor((plane - site - dx) / L[axis])) * (dx > 0)
        total = (tension * dx / r * crossings).sum()
        core = LAYERS * self.relaxed_bulk(F)[1][axis] / L[axis]
        width = 2 * L[1 - axis]
        return (total - core) / width, core / width


I2 = np.eye(2)
print(f"Model: r0 = {R0:.1f} angstrom, p = {P:.0f}, q = {Q:.0f}, layers = {LAYERS}")
print(f"Many-body model: B = {MANY['B']:.2f} eV, xi = {MANY['xi']:.2f} eV")
print(f"Pair models: B = {PAIR['B']:.2f} eV, xi = {PAIR['xi']:.2f} eV")

results = {}
faces = {}
for label, model, kind, axes in [("many-body (100)", MANY, "100", (0,)),
                                 ("many-body (110)", MANY, "110", (0, 1)),
                                 ("long-range pair (100)", PAIR, "100", (0,)),
                                 ("nearest-neighbour pair (100)", NEAREST, "100", (0,))]:
    face = faces[label] = Face(model, kind)
    g = face.gamma(I2)
    print(f"{label}: lattice constant = {face.a:.4f} angstrom")
    print(f"  gamma = {g * TO_SI:.4f} J/m^2")
    for axis in axes:
        slope = face.gamma_slope(axis)
        f_cut, core = face.cut_stress(axis)
        assert abs(core) < 1e-5         # unstrained bulk carries no force
        assert abs(g + slope - f_cut) < 1e-5
        results[label, axis] = (g, slope, f_cut)
        name = "xy"[axis]
        print(f"  d gamma/d strain_{name}{name} = {slope * TO_SI:.4f} J/m^2")
        print(f"  f_{name}{name}: energy road = {(g + slope) * TO_SI:.4f} N/m,"
              f" cut force = {f_cut * TO_SI:.4f} N/m")

# Oblique stretch of the anisotropic face: the work must be n.f.n
face = faces["many-body (110)"]
angle = np.radians(30)
n = np.array([np.cos(angle), np.sin(angle)])
nn = np.outer(n, n)
oblique = (face.excess(I2 + STEP * nn) - face.excess(I2 - STEP * nn)) \
    / (2 * STEP * face.cell.prod())
projected = sum(n[i]**2 * results["many-body (110)", i][2] for i in (0, 1))
assert abs(oblique - projected) < 1e-5
print(f"(110), stretch at 30 deg to x: work derivative = {oblique * TO_SI:.4f} N/m,"
      f" n.f.n = {projected * TO_SI:.4f} N/m")

# Finite stretch: the bulk now carries force, which must be subtracted
stretch = np.diag([1.02, 1.0])
g_finite = face.gamma(stretch)
f_energy = g_finite + face.gamma_slope(0, stretch)
f_force, core = face.cut_stress(0, stretch)
assert abs(f_energy - f_force) < 1e-5
assert abs(core) > 1e-3
print(f"(110) at 2% stretch along x: gamma = {g_finite * TO_SI:.4f} J/m^2")
print(f"  f_xx: energy road = {f_energy * TO_SI:.4f} N/m,"
      f" cut force = {f_force * TO_SI:.4f} N/m")

# Why solids differ: remaining bonds with and without many-body strengthening
g_nn, slope_nn, f_nn = results["nearest-neighbour pair (100)", 0]
assert g_nn > 1e-3 and abs(f_nn) < 1e-5 and abs(slope_nn + g_nn) < 1e-5
g_many, _, f_many = results["many-body (100)", 0]
g_pair, _, f_pair = results["long-range pair (100)", 0]
assert f_many / g_many > f_pair / g_pair
print(f"(100) ratio f/gamma: many-body = {f_many / g_many:.3f},"
      f" long-range pair = {f_pair / g_pair:.3f}")
face = faces["many-body (100)"]
tension = slab_state(MANY, face.vectors(I2), face.z)[2]
top = tension[0, 0, NEXT_IN_ROW]
middle = tension[LAYERS // 2, LAYERS // 2, NEXT_IN_ROW]
assert top > middle
print("Many-body (100), in-plane nearest-neighbour bond force (pull > 0):")
print(f"  top layer = {top:.4f} eV/angstrom, middle = {middle:.4f} eV/angstrom")
thickness_nm = 10.0
film_stress = 2 * f_many * TO_SI / (thickness_nm * 1e-9) / 1e6
print(f"Mean stress 2f/h, many-body (100), h = {thickness_nm:.0f} nm:"
      f" {film_stress:.1f} MPa")


# Fluid film with one interface: energy density (phi^2-1)^2/4 + phi'^2/2.
# Area changes at fixed volume and fixed content; the profile is re-minimized.
def fluid_energy(area, volume=30.0, mean=0.2, points=400):
    h = volume / area / points
    x = (np.arange(points) + 0.5) * h
    phi = np.tanh(((1 + mean) / 2 * volume / area - x) / np.sqrt(2))
    D = np.diff(np.eye(points), axis=0) / h
    K = D.T @ D
    mu = 0.0
    one = np.ones(points)
    for _ in range(30):
        residual = np.append(phi**3 - phi + K @ phi - mu, phi.mean() - mean)
        if np.abs(residual).max() < 1e-10:
            break
        J = np.zeros((points + 1, points + 1))
        J[:-1, :-1] = K + np.diag(3 * phi**2 - 1)
        J[:-1, -1] = -one
        J[-1, :-1] = one / points
        change = np.linalg.solve(J, -residual)
        phi = phi + change[:-1]
        mu += change[-1]
    assert np.abs(residual).max() < 1e-8
    return area * h * (((phi**2 - 1)**2 / 4).sum() + phi @ K @ phi / 2)


fluid_gamma = quad(lambda s: np.sqrt((s**2 - 1)**2 / 2), -1, 1)[0]
fluid_stress = (fluid_energy(1.01) - fluid_energy(0.99)) / 0.02
assert abs(fluid_stress - fluid_gamma) < 1e-3   # grid error of order h^2
print(f"Fluid film (reduced units): gamma = {fluid_gamma:.4f},"
      f" stretching force dE/dA = {fluid_stress:.4f}")
print("OK")
```

Printed output:

```
Model: r0 = 3.0 angstrom, p = 10, q = 3, layers = 16
Many-body model: B = 0.15 eV, xi = 1.50 eV
Pair models: B = 0.15 eV, xi = 0.25 eV
many-body (100): lattice constant = 4.2966 angstrom
  gamma = 0.7459 J/m^2
  d gamma/d strain_xx = 0.2660 J/m^2
  f_xx: energy road = 1.0119 N/m, cut force = 1.0119 N/m
many-body (110): lattice constant = 4.2966 angstrom
  gamma = 0.8091 J/m^2
  d gamma/d strain_xx = 0.1093 J/m^2
  f_xx: energy road = 0.9183 N/m, cut force = 0.9183 N/m
  d gamma/d strain_yy = -0.1264 J/m^2
  f_yy: energy road = 0.6827 N/m, cut force = 0.6827 N/m
long-range pair (100): lattice constant = 4.1381 angstrom
  gamma = 0.9470 J/m^2
  d gamma/d strain_xx = -0.6951 J/m^2
  f_xx: energy road = 0.2518 N/m, cut force = 0.2518 N/m
nearest-neighbour pair (100): lattice constant = 4.2426 angstrom
  gamma = 0.7121 J/m^2
  d gamma/d strain_xx = -0.7121 J/m^2
  f_xx: energy road = -0.0000 N/m, cut force = -0.0000 N/m
(110), stretch at 30 deg to x: work derivative = 0.8594 N/m, n.f.n = 0.8594 N/m
(110) at 2% stretch along x: gamma = 0.8103 J/m^2
  f_xx: energy road = 0.8280 N/m, cut force = 0.8280 N/m
(100) ratio f/gamma: many-body = 1.357, long-range pair = 0.266
Many-body (100), in-plane nearest-neighbour bond force (pull > 0):
  top layer = 0.0854 eV/angstrom, middle = -0.0738 eV/angstrom
Mean stress 2f/h, many-body (100), h = 10 nm: 202.4 MPa
Fluid film (reduced units): gamma = 0.9428, stretching force dE/dA = 0.9429
OK
```
